\section*{Why direction-wise deformation potentials fail in anisotropic two-dimensional crystals}

\section{A fast direction that is slow}

For a set of rough, phosphorene-like hole parameters at 300 K, the direction-wise deformation-potential formula gives mobilities of 718 cm$^2$/Vs along armchair and 16\,630 cm$^2$/Vs along zigzag. The Boltzmann equation, solved for the same band, phonons and couplings, gives 2169 and 751 cm$^2$/Vs. The zigzag value falls by a factor of 22, the armchair value triples, and the fast direction changes.

The formula in question is
\begin{equation}
\mu_i^{\rm dir}=\frac{e\hbar^3 C_{ii}}{k_BT\,m_i m_d\,\Xi_i^2},
\qquad m_d=\sqrt{m_xm_y},
\label{dir}
\end{equation}
where $x$ is armchair, $y$ is zigzag, $C_{xx}=C_{11}$ and $C_{yy}=C_{22}$ are elastic constants per unit area, and $\Xi_i$ is the shift of the band edge per unit strain along $i$. The inputs are
\begin{align*}
&m_x=0.15\,m_0,\quad m_y=6.0\,m_0,\quad m_d=0.9487\,m_0,\\
&\Xi_x=2.5\ \text{eV},\quad \Xi_y=0.15\ \text{eV},\\
&C_{11}=30,\quad C_{22}=100,\quad C_{12}=20,\quad C_{66}=25\ \text{N/m}.
\end{align*}
The ratio of the two directions follows from (\ref{dir}) by hand:
\[
\frac{\mu_y^{\rm dir}}{\mu_x^{\rm dir}}
=\frac{0.15}{6.0}\,\frac{100}{30}\left(\frac{2.5}{0.15}\right)^2
=0.025\times3.333\times277.8=23.1 .
\]
The heavy mass costs a factor of 40, but the small zigzag potential repays it with a factor of 278. If $\Xi_y$ is reduced to 0.015 eV with all else fixed, (\ref{dir}) gives 1.7 million cm$^2$/Vs along zigzag; the Boltzmann value is 750, practically unmoved. At 0.15 eV the zigzag potential therefore does not control the zigzag mobility. A larger one would: at $\Xi_y=1$ eV the Boltzmann value is about 280 cm$^2$/Vs. To see what limits the zigzag mobility in the example, one must follow phonons in every direction.

\section{The scattering rate for an arbitrary phonon direction}

The carrier occupies one parabolic, nondegenerate valley at the zone centre. Mirror symmetry forbids a linear shift of the band edge with shear strain. If the coupling is taken to be independent of the carrier wavevector, then
\begin{equation}
\delta E=\Xi_x\epsilon_{xx}+\Xi_y\epsilon_{yy}.
\label{shift}
\end{equation}
Each $\Xi_i$ is defined with the other strain held at zero, and both are measured from the same fixed energy reference. Their relative sign is part of the data.

For an in-plane displacement $\mathbf u$, the stresses are $\sigma_{xx}=C_{11}\partial_xu_x+C_{12}\partial_yu_y$, $\sigma_{yy}=C_{12}\partial_xu_x+C_{22}\partial_yu_y$ and $\sigma_{xy}=C_{66}(\partial_xu_y+\partial_yu_x)$. Insert a plane wave with $\mathbf q=q(c,s)$, $c=\cos\phi$, $s=\sin\phi$, into $\rho\ddot u_i=\partial_j\sigma_{ij}$, where $\rho$ is the mass per area. The result is $\rho\omega^2\mathbf u=q^2\Gamma\mathbf u$ with
\begin{equation}
\Gamma=\begin{pmatrix}
C_{11}c^2+C_{66}s^2 & (C_{12}+C_{66})cs\\
(C_{12}+C_{66})cs & C_{66}c^2+C_{22}s^2
\end{pmatrix}.
\label{gamma}
\end{equation}
Let $\mathbf e_\lambda$ and $\gamma_\lambda$ be its unit eigenvectors and eigenvalues, so that $\omega_\lambda^2=q^2\gamma_\lambda/\rho$.

One phonon in area $A$ has displacement amplitude $\sqrt{\hbar/(2\rho A\omega_\lambda)}$. By (\ref{shift}), its strain couples through $q\,\mathbf D\cdot\mathbf e_\lambda$, where $\mathbf D=(\Xi_xc,\Xi_ys)$. Take the phonon energy to be small compared with $k_BT$. Then absorption and emission each carry the occupation $k_BT/\hbar\omega_\lambda$, and both are elastic to leading order. Their summed squared matrix element is
\begin{align}
\sum_\lambda 2\,\frac{k_BT}{\hbar\omega_\lambda}\,
\frac{\hbar q^2(\mathbf D\cdot\mathbf e_\lambda)^2}{2\rho A\omega_\lambda}
&=\frac{k_BT}{A}\sum_\lambda\frac{q^2(\mathbf D\cdot\mathbf e_\lambda)^2}{\rho\omega_\lambda^2}\nonumber\\
&=\frac{k_BT}{A}\sum_\lambda\frac{(\mathbf D\cdot\mathbf e_\lambda)^2}{\gamma_\lambda}
=\frac{k_BT}{A}\,S(\phi),
\end{align}
where
\begin{equation}
S(\phi)=\mathbf D^T\Gamma^{-1}\mathbf D ,
\label{S}
\end{equation}
because $\Gamma^{-1}=\sum_\lambda\mathbf e_\lambda\mathbf e_\lambda^T/\gamma_\lambda$. The golden rule then gives
\begin{equation}
W(\mathbf k,\mathbf k')=\frac{2\pi}{\hbar}\frac{k_BT}{A}S(\phi)\,\delta(E-E'),
\qquad \mathbf q=\mathbf k'-\mathbf k .
\label{W}
\end{equation}
Inverting the $2\times2$ matrix,
\begin{equation}
S=\frac{\Xi_x^2c^2\Gamma_{yy}-2\Xi_x\Xi_y(C_{12}+C_{66})c^2s^2+\Xi_y^2s^2\Gamma_{xx}}
{\Gamma_{xx}\Gamma_{yy}-(C_{12}+C_{66})^2c^2s^2}.
\label{Sexp}
\end{equation}

On the axes, $S(0)=\Xi_x^2/C_{11}$ and $S(90^\circ)=\Xi_y^2/C_{22}$. These are the two combinations in (\ref{dir}). The formula thus treats armchair transport as if $S$ had its armchair value for every phonon, and zigzag transport as if $S$ had its zigzag value for every phonon. Those are two different crystals.

At $60^\circ$, $\Gamma_{xx}=26.25$ and $\Gamma_{yy}=81.25$ N/m. The numerator of (\ref{Sexp}) is $126.95-6.33+0.44=121.07$ and the denominator is $2132.8-379.7=1753.1$, so $S=0.0691$ eV$^2$m/N. The values at $0$, $30$, $60$, $80$ and $90^\circ$ are 0.2083, 0.2265, 0.0691, 0.0075 and 0.000225 eV$^2$m/N. Ten degrees away from zigzag, the coupling is already 33 times its on-axis value.

\section{The correct statement and its proof}

For the band and the rate (\ref{W}), the mobility is
\begin{equation}
\boxed{\;\mu_i=\frac{e\hbar^3}{k_BT\,m_im_d\,S_i},\quad
S_x=\langle2\cos^2\!\psi\,S\rangle,\quad
S_y=\langle2\sin^2\!\psi\,S\rangle\;}
\label{main}
\end{equation}
with $\psi$ averaged uniformly over a full turn and $S$ taken at the phonon angle
\begin{equation}
\tan\phi=\sqrt{m_y/m_x}\,\tan\psi ,
\label{angle}
\end{equation}
$\phi$ and $\psi$ lying in the same quadrant.

\subsection*{The equation to solve}

In a weak field $F$ along $i$, write the hole distribution as $f=f_0+(eF/k_BT)f_0\Lambda_i(\mathbf k)$. The field term is $eFv_i\,\partial f_0/\partial E=-eFv_if_0/k_BT$. The collision term is $\sum_{\mathbf k'}W(f'-f)$, since $W$ is symmetric. Elasticity makes $f_0$ equal in both states, so the common factors cancel and
\begin{equation}
v_i(\mathbf k)=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,[\Lambda_i(\mathbf k)-\Lambda_i(\mathbf k')].
\label{bte}
\end{equation}
For electrons, the charge enters twice and the mobility has the same form.

\subsection*{The contour}

Parametrize the energy ellipse by
\[
\mathbf k=\frac{\sqrt{2E}}{\hbar}\left(\sqrt{m_x}\cos t,\ \sqrt{m_y}\sin t\right),
\qquad d^2k=\frac{m_d}{\hbar^2}\,dE\,dt .
\]
States are uniform in $t$. With spin conserved, $\sum_{\mathbf k'}=A\int d^2k'/4\pi^2$, and the prefactors in (\ref{bte}) combine to
\[
R=\frac{2\pi}{\hbar}\frac{k_BT}{A}\cdot\frac{A\,m_d}{2\pi\hbar^2}=\frac{m_dk_BT}{\hbar^3}.
\]

The sum-to-product identities give
\begin{align*}
\cos t'-\cos t&=-2\sin\tfrac{t+t'}2\,\sin\tfrac{t'-t}2,\\
\sin t'-\sin t&=\phantom{-}2\cos\tfrac{t+t'}2\,\sin\tfrac{t'-t}2 .
\end{align*}
The factor $\sin\frac{t'-t}{2}$ is common to both components of $\mathbf q$. It changes the length of $\mathbf q$, and possibly reverses it, but $S$ is blind to both. With $\psi=(t+t'+\pi)/2$, the direction of $\mathbf q$ is that of $(\sqrt{m_x}\cos\psi,\sqrt{m_y}\sin\psi)$, which is (\ref{angle}). Hence $S=G(t+t')$: the rate depends on the sum of the two contour angles.

\subsection*{The solution}

Expression (\ref{Sexp}) contains $c$ and $s$ through their squares, so $S$ is unchanged by $\psi\to\pi-\psi$. In terms of $u=t+t'=2\psi-\pi$, this says $G(-u)=G(u)$. Define $g_0=\langle G\rangle$ and $g_1=\langle G\cos u\rangle$; the average $\langle G\sin u\rangle$ vanishes. At fixed $t$, $u$ runs over a full period as $t'$ does, so
\begin{align*}
\int\frac{dt'}{2\pi}G(t+t')&=g_0,\\
\int\frac{dt'}{2\pi}G(t+t')\cos t'&=\langle G(u)\cos(u-t)\rangle=g_1\cos t,\\
\int\frac{dt'}{2\pi}G(t+t')\sin t'&=\langle G(u)\sin(u-t)\rangle=-g_1\sin t .
\end{align*}
The first line says that the total out-scattering rate $Rg_0$ is the same at every point of the ellipse, however anisotropic the crystal. The other two give the in-scattering. Since $v_x\propto\cos t$ and $v_y\propto\sin t$, $\Lambda_i=\tau_iv_i$ solves (\ref{bte}) with
\[
\frac1{\tau_x}=R(g_0-g_1),\qquad \frac1{\tau_y}=R(g_0+g_1).
\]
From $\cos u=-\cos2\psi$,
\[
g_0-g_1=\langle S(1+\cos2\psi)\rangle=\langle2\cos^2\!\psi\,S\rangle=S_x,
\]
and likewise $g_0+g_1=S_y$. Thus $1/\tau_i=m_dk_BT\,S_i/\hbar^3$.

The solution is unique up to a constant on each contour, which carries no current. If two solutions differ by $\chi$, multiplying the homogeneous equation by $\chi$ and summing gives $\frac12\sum W(\chi-\chi')^2=0$. As $W>0$ except possibly at isolated directions, $\chi$ is constant on the contour.

The drift velocity is the average of $v_i$ over $f$, so
\[
\mu_i=\frac{e}{k_BT}\langle v_i\Lambda_i\rangle_{\rm th}
=\frac{e\tau_i}{k_BT}\langle v_i^2\rangle_{\rm th}=\frac{e\tau_i}{m_i},
\]
by equipartition, $m_i\langle v_i^2\rangle_{\rm th}=k_BT$. Inserting $\tau_i$ gives (\ref{main}). $\square$

Because $\tau_i$ is independent of energy, Fermi statistics alone would not alter this result. The thermal factor becomes $\int E(-\partial f_0/\partial E)\,dE\big/\!\int f_0\,dE$, which is 1 after integration by parts.

\section{Reading the example}

The averages are $S_x=0.0690$ and $S_y=0.00498$ eV$^2$m/N. They give $\tau_x=185$ fs and $\tau_y=2561$ fs, hence
\[
\mu_x=\frac{1.602\times10^{-19}\times1.850\times10^{-13}}{0.15\times9.109\times10^{-31}}
=0.2169\ \frac{\text{m}^2}{\text{Vs}}=2169\ \frac{\text{cm}^2}{\text{Vs}},
\]
and similarly $\mu_y=751$ cm$^2$/Vs. As a test, the collision equation was also solved as a matrix problem, with 500 wavevectors per contour and phonon modes found by diagonalization. It returned 2169.0 and 750.7 cm$^2$/Vs, in agreement with (\ref{main}) to within one part in $10^5$.

The rise of the armchair value is geometric. The ellipse is long along zigzag, and (\ref{angle}) reads $\tan\phi=6.32\tan\psi$. A transfer lies within $30^\circ$ of zigzag when $\tan\psi>\sqrt3/6.32$, that is $\psi>15.3^\circ$, which is a fraction $1-15.3/90=83\%$ of all pairs of states. The weight $2\cos^2\!\psi$ in $S_x$ favours small $\psi$, yet its share beyond $15.3^\circ$ (0.267 rad) is still $1-\frac2\pi(0.267+\sin15.3^\circ\cos15.3^\circ)=67\%$. Two thirds of the average is thus taken over directions near zigzag, where $S$ is small. This pulls $S_x$ down to a third of $S(0)$. The stretching does not by itself cause the reversal, which requires $S_x/S_y$ to fall below the mass ratio of 40. Formula (\ref{dir}) puts this ratio at 926, and the true value is 13.8. Averaging with $\phi=\psi$ and the same prefactors would give 2.7, so the stretching lowers $S_y$ even more than $S_x$ and softens the reversal.

The fall of the zigzag value, and with it the reversal, comes from oblique phonons, chiefly through shear; raising $C_{66}$ to 1000 N/m makes zigzag the faster direction again. A transverse wave travelling almost along zigzag moves atoms along armchair. Its small tilt produces an armchair strain proportional to $c$, which couples through the large $\Xi_x$ and is resisted by $C_{66}$. Near zigzag, with $\Xi_y$ neglected, (\ref{Sexp}) becomes $S\simeq\Xi_x^2c^2/C_{66}$. At $80^\circ$ this is $0.25\times0.0302=0.0075$, as found above.

Using this form at all angles gives an estimate of $S_y$. With $r=\sqrt{m_y/m_x}$ and $Q=\cos^2\psi+r^2\sin^2\psi$, (\ref{angle}) gives $c^2=\cos^2\psi/Q$. The substitution $z=\tan\psi$ yields
\[
\left\langle\frac1Q\right\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{dz}{1+r^2z^2}=\frac1r .
\]
Let $a=\langle\cos^2\psi/Q\rangle$ and $b=\langle\sin^2\psi/Q\rangle$. Then $a+b=1/r$ and $a+r^2b=1$, so $b=1/[r(r+1)]$ and $a=1/(r+1)$. Since $\sin^2\psi/Q=(1-1/Q)/(r^2-1)$,
\begin{equation}
S_y\simeq\frac{\Xi_x^2}{C_{66}}\,\frac{2}{r^2-1}\left(\frac12-\frac1{r+1}\right)
=\frac{\Xi_x^2}{C_{66}(1+r)^2}.
\label{est}
\end{equation}
For $r=6.32$ this is $0.25/53.6=0.0047$ eV$^2$m/N, about 6.5\% below the full value. For so small a zigzag potential, the zigzag mobility at a given temperature is thus set mainly by the armchair potential, the shear constant and the two masses. Three computed facts agree: the slower, shear-like mode supplies 92\% of the zigzag friction; setting $\Xi_x=0$ leaves 4.6\% of $S_y$; setting $\Xi_y=0$ changes the zigzag mobility from 751 to 746 cm$^2$/Vs.

That last change is a small decrease, although a coupling was removed. The cross term in (\ref{Sexp}) is negative for potentials of equal sign when $C_{12}+C_{66}>0$, and here it slightly outweighs the term in $\Xi_y^2$. Reversing the sign of $\Xi_y$ raises $S$ at every oblique angle and lowers both mobilities, to 2028 and 681 cm$^2$/Vs. Formula (\ref{dir}), which contains squares, cannot register this.

\section{When the direction-wise formula holds}

It holds along $i$ when $S_i$ happens to equal its on-axis value. A sufficient condition for both directions is that $S$ be constant. Let $\Xi_x=\Xi_y=\Xi$ and $C_{11}=C_{22}=C_{12}+2C_{66}$. Then $\mathbf D=\Xi\hat{\mathbf q}$, and the first component of $\Gamma\hat{\mathbf q}$ is
\[
c\,[C_{11}c^2+(C_{12}+2C_{66})s^2]=C_{11}c ;
\]
the second is $C_{11}s$ in the same way. So $S=\Xi^2/C_{11}$ at all angles, and (\ref{dir}) is right for any mass ratio. Anisotropic masses alone do no harm.

Now keep the elasticity isotropic and the masses equal, but let the potentials differ. The modes are longitudinal and transverse, and
\[
S=\frac{(\Xi_xc^2+\Xi_ys^2)^2}{C_{11}}+\frac{(\Xi_x-\Xi_y)^2c^2s^2}{C_{66}} .
\]
Here $\phi=\psi$. With $\langle c^6\rangle=5/16$ and $\langle c^4s^2\rangle=\langle c^2s^4\rangle=1/16$,
\begin{equation}
S_x=\frac{5\Xi_x^2+2\Xi_x\Xi_y+\Xi_y^2}{8C_{11}}+\frac{(\Xi_x-\Xi_y)^2}{8C_{66}},
\end{equation}
and $S_y$ follows by exchanging $x$ and $y$. For $\Xi_y=0$, $S_y=\frac18\Xi_x^2(1/C_{11}+1/C_{66})$. It is finite, while (\ref{dir}) gives an infinite mobility.

An electron-like set shows that partial agreement can mislead. Take $m_y=1.2\,m_0$ and $\Xi_y=7.0$ eV, with the other inputs unchanged. Formula (\ref{dir}) gives 1606 and 85 cm$^2$/Vs; the full solution gives 871 and 87. The zigzag values agree within about 2\%, while the armchair value is too high by a factor of 1.8. With the sign of $\Xi_y$ reversed, the full solution gives 453 and 74, so the zigzag agreement is not a general property of these magnitudes.

\section{What the model leaves out}

\textbf{Phonon energy.} Let $P$ be the collision operator weighted by $f_0$, which detailed balance makes symmetric and positive, and let $P\Lambda=f_0v$. The Cauchy--Schwarz inequality gives $\langle v\Lambda\rangle_{\rm th}\ge\langle v\varphi\rangle_{\rm th}^2/(\varphi,P\varphi)$ for any trial $\varphi$. The choice $\varphi=k_i$ is exact in the elastic limit. For inelastic collisions, use scaled momenta with $E=\kappa^2/2$ and $E_q=K^2/2$. Energy conservation fixes the component of $\boldsymbol\kappa$ along the transfer at $\pm\hbar\omega/K-K/2$, whose Boltzmann weight is
\[
\exp\!\left[-\frac{K^2}{8k_BT}-\frac{(\hbar\omega)^2}{2K^2k_BT}\pm\frac{\hbar\omega}{2k_BT}\right].
\]
With $x=\hbar\omega/k_BT$ and occupation $N=1/(e^x-1)$, absorption ($+$, factor $N$) and emission ($-$, factor $N+1=Ne^x$) contribute equally. Their sum contains $2Ne^{x/2}=1/\sinh(x/2)$ in place of the elastic $2/x$. Each phonon's friction is multiplied by
\[
\frac{x/2}{\sinh(x/2)}\,e^{-x^2/2w^2}\le1,\qquad w^2=2E_q/k_BT .
\]
For $\rho=1.4$ mg/m$^2$, the resulting lower bounds are 2173 and 759 cm$^2$/Vs, slightly above the elastic values.

\textbf{Wavevector-dependent coupling.} A transverse wave also rotates the lattice locally, and the anisotropic band rotates with it. Away from the band edge, this shifts the carrier energy in proportion to $k_xk_y(1/m_x-1/m_y)$. This term interferes with $\mathbf D$, so its effect depends on the common sign of the potentials and on how $k_xk_y$ is ordered between $\mathbf k$ and $\mathbf k'$. Take the trial function $\varphi=k_i$ and elastic collisions. With $k_xk_y$ evaluated at $(\mathbf k+\mathbf k')/2$ and the potentials read as positive shifts of the carrier energy, the estimated mobilities fall by about 2\% along armchair and 12\% along zigzag; with both potentials negative they rise by about 2\% and 11\%. With the form $(k_xk_y'+k_x'k_y)/2$ the changes are about $-9\%$ and $-39\%$, or $+8\%$ and $+49\%$. The rotation can thus shift the zigzag value by tens of percent in either direction. Changes of the effective masses with strain are not sized here.

\textbf{Screening.} At $10^{12}$ cm$^{-2}$ and a surrounding permittivity of 2.5, the screening wavevector $e^2n/(2\epsilon_0\kappa_r k_BT)$ is 1.4 nm$^{-1}$. The wavevectors of a carrier of energy $k_BT$ are 0.32 and 2.0 nm$^{-1}$ along armchair and zigzag. If the whole deformation potential is screened in the static long-wavelength form, the same trial function gives about 11\,900 and 2100 cm$^2$/Vs. This form overstates screening at short wavelengths. With the static response of a nondegenerate gas at finite wavevector, the estimates fall to about 5700 and 1350 cm$^2$/Vs, still well above the unscreened values. These are lower bounds, since $\varphi=k_i$ is no longer exact once the rate depends on $q$; the full collision equation gives about 10\,000 and 1700 cm$^2$/Vs. With the finite-wavevector response, at $10^{11}$ cm$^{-2}$ the armchair estimate remains about 20\% above the unscreened one; at $10^{10}$ cm$^{-2}$ both directions agree with it to within 3\%. In this treatment the unscreened result is accurate to a few percent at densities of about $10^{10}$ cm$^{-2}$ or lower. The treatment omits the polarizability of the sheet itself, which weakens carrier screening: replacing $\kappa_r$ by $\kappa_r+r_0q$ with $r_0=2.5$ nm lowers the trial estimates at $10^{12}$ cm$^{-2}$ to about 4100 and 1000 cm$^2$/Vs, and the armchair excess at $10^{11}$ cm$^{-2}$ to about 13\%.

\textbf{Optical phonons.} For a 40 meV mode, absorption alone matches the acoustic rate at a coupling of 41 eV/nm for armchair and 11 eV/nm for zigzag, or $4\times10^8$ and $1\times10^8$ eV/cm. At these couplings, absorption alone would halve the respective mobility, and emission by carriers above 40 meV would lower it further. Optical phonons can therefore be neglected only if the actual couplings are well below these values.

\textbf{Range of validity.} A zigzag reversal at energy $k_BT$ transfers 42\% of the zone-edge wavevector, where linear phonon dispersion and a parabolic band are rough. Drift reaches the slowest sound speed, 3.3 km/s, at 0.15 kV/cm along armchair and 0.44 kV/cm along zigzag; near such fields, carrier heating must be examined.

Phosphorene does combine a light armchair mass, a heavy zigzag hole mass and a stiffer zigzag direction. The potential of 0.15 eV is far below the usual scale of electronvolts, which makes the example severe. Real samples also have charged impurities and flexural modes, neither of which is sized here. Room-temperature hole mobilities in few-layer films are roughly hundreds of cm$^2$/Vs, with armchair the faster direction. The model shares that ordering, but given the omissions this does not validate its magnitudes.

For a first-principles calculation within this model's regime, the required data are both masses, both potentials with their relative sign, and $C_{11}$, $C_{22}$, $C_{12}$ and $C_{66}$. Equation (\ref{main}) then needs one angular average per direction. The values used here are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
temperature 300 K, kT 25.85 meV
hole-like: m_ac 0.15 m0, m_zz 6.0 m0, m_d 0.9487 m0
hole-like: Xi_ac 2.5 eV, Xi_zz 0.15 eV
electron-like: m_ac 0.15 m0, m_zz 1.2 m0, m_d 0.4243 m0
electron-like: Xi_ac 2.5 eV, Xi_zz 7.0 eV
C11 30.0, C22 100.0, C12 20.0, C66 25.0 N/m
hole S(0 deg from armchair) 0.208333 eV^2 m/N
hole S(30 deg from armchair) 0.226519 eV^2 m/N
hole S(60 deg from armchair) 0.069058 eV^2 m/N
hole S(80 deg from armchair) 0.007496 eV^2 m/N
hole S(90 deg from armchair) 0.000225 eV^2 m/N
hole exact S_ac 0.069003, S_zz 0.004984 eV^2 m/N
hole relaxation time ac 185.0, zz 2560.8 fs
hole common mobility ac 718.4, zz 16629.6 cm2/Vs
hole exact mobility ac 2169.0, zz 750.7 cm2/Vs
hole numerical Boltzmann ac 2169.0, zz 750.7 cm2/Vs
hole common/exact ac 0.331, zz 22.15
hole zz/ac mobility ratio: common 23.15, exact 0.3461
hole exact, Xi_zz sign reversed: ac 2028.1, zz 680.8 cm2/Vs
hole Xi_zz 0.015 eV, zz: common 1662955, exact 749.9 cm2/Vs
hole exact with Xi_zz = 0: ac 2102.6, zz 746.4 cm2/Vs
hole S_zz with Xi_ac = 0, relative to full S_zz: 0.0456
hole transfers within 30 deg of zigzag: 83.0 %
hole slower-mode share of friction: ac 81.9, zz 92.3 %
electron common mobility ac 1606.4, zz 85.37 cm2/Vs
electron exact mobility ac 871.1, zz 87.19 cm2/Vs
electron exact, Xi_zz sign reversed: ac 453.2, zz 73.86 cm2/Vs
sheet density 1.4 mg/m^2, slowest in-plane sound 3305 m/s
hole inelastic lower bound: ac 2172.6, zz 758.5 cm2/Vs
carrier density 1.0e+12 cm^-2, surrounding permittivity 2.5
screening wavevector 1.400 nm^-1
hole fully screened estimate: ac 11855, zz 2074 cm2/Vs
hole wavevector at energy kT: ac 0.319, zz 2.018 nm^-1
zigzag lattice constant 0.33 nm, zone edge 9.52 nm^-1
largest zz transfer at energy kT / zone edge 0.424
density / effective band density 0.098
optical phonon energy 40 meV, occupation 0.270
optical coupling matching acoustic rate: ac 41.3, zz 11.1 eV/nm
field where drift = slowest sound: ac 0.152, zz 0.440 kV/cm
\end{verbatim}
